# Direct Deposition Flux at the Bottom Centre of an Infinite Trench

Suppose that a dielectric film is deposited over a trench 40 nm wide and 80 nm deep, so that the mouth closes and leaves an air gap. If the bottom is credited with the same flux as open flat ground, then a 40 nm film on the flat ground implies 40 nm on the bottom, and half the trench appears to be filled. The walls, however, hide most of the incoming directions from the bottom, and the closing mouth hides still more. When both effects are counted, the simple closure model treated below, with idealised lips and every particle sticking at first impact, gives a bottom film of about 5 nm. Lower sticking raises the flux at the bottom considerably. Under these conditions the first estimate misjudges the height of the gap. It also misplaces the solid: most of the entering material lands on the walls, so the bottom film alone does not give the amount of dielectric in the trench.

The quantity needed is the flux that reaches the bottom without touching a wall.

## Setting and assumptions

The trench has vertical walls at $x=\pm w/2$, a flat bottom at $z=0$ and an open mouth at $z=h$. It extends without end along $y$. The following is assumed.

1. Particles fly in straight lines inside the trench. This requires a mean free path much longer than the flight paths that matter.
2. The incoming flux is the same at every point of the mouth and has a cosine distribution: the number of particles crossing unit *horizontal* area per unit time and unit solid angle is
$$g(\theta)=\frac{\Gamma_0}{\pi}\cos\theta ,$$
where $\theta$ is the angle from the vertical.

The cosine in $g$ is the projection of the horizontal area. Per unit area *perpendicular to the flight direction*, the flux per solid angle is $I=g/\cos\theta=\Gamma_0/\pi$, the same for all downward directions. No second cosine is to be applied at the mouth.

The constant $\Gamma_0$ is the flux density on open flat ground, since
$$\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\frac{\Gamma_0}{\pi}\cos\theta\,\sin\theta\,d\theta
=2\pi\cdot\frac{\Gamma_0}{\pi}\cdot\frac12=\Gamma_0 .$$

The **direct fraction** $F$ at a point of the bottom is the flux density arriving there without wall contact, divided by $\Gamma_0$. It is a ratio of local flux densities. The share of entering particles that land on the bottom is a different quantity, found in Proposition 1.

## The central result

**Theorem.** Under assumptions 1 and 2, the direct fraction at the centre line of the bottom is
$$F=\frac{w}{\sqrt{w^2+4h^2}} .$$

**Lemma 1 (contribution of a mouth element).** A mouth element $dx\,dy$, displaced horizontally by $(x,y)$ from a bottom point, contributes
$$dF=\frac{h^2}{\pi r^4}\,dx\,dy,\qquad r^2=x^2+y^2+h^2 .$$

*Proof.* Let $dA=dx\,dy$ be the mouth element and $dA'$ a small area around the bottom point. Seen from $dA$, the area $dA'$ fills the solid angle $\cos\theta\,dA'/r^2$. The number of particles per unit time passing through $dA$ towards $dA'$ is therefore
$$I\cos\theta\,dA\,\frac{\cos\theta\,dA'}{r^2}
=\frac{\Gamma_0}{\pi}\,\frac{\cos^2\theta}{r^2}\,dA\,dA' .$$
One cosine projects the mouth element, the other the bottom element. The straight line between them meets no wall, because the trench interior is convex. Dividing by $\Gamma_0\,dA'$ and inserting $\cos\theta=h/r$ gives the claim. $\square$

**Lemma 2 (integration along the trench).** A mouth strip of width $dx$ and infinite length contributes
$$dF=\frac{h^2}{2\rho^3}\,dx,\qquad \rho^2=x^2+h^2 .$$

*Proof.* Since $r^2=\rho^2+y^2$, put $y=\rho\tan\beta$. Then $dy=\rho\,d\beta/\cos^2\beta$ and $\rho^2+y^2=\rho^2/\cos^2\beta$, so
$$\int_{-\infty}^{\infty}\frac{dy}{(\rho^2+y^2)^2}
=\frac1{\rho^3}\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\frac{\pi}{2\rho^3}.$$
Multiplication by $h^2/\pi$ gives the result. $\square$

**Proof of the theorem.** Put $x=h\tan\alpha$, where $\alpha$ is the angle from the vertical in the cross-section. Then $dx=h\,d\alpha/\cos^2\alpha$ and $\rho=h/\cos\alpha$, so Lemma 2 becomes
$$dF=\frac{h^2}{2}\,\frac{\cos^3\alpha}{h^3}\,\frac{h\,d\alpha}{\cos^2\alpha}=\frac12\cos\alpha\,d\alpha .$$
From the centre line the mouth spans $-\alpha_0<\alpha<\alpha_0$, with $\tan\alpha_0=w/(2h)$. Hence
$$F=\frac12\int_{-\alpha_0}^{\alpha_0}\cos\alpha\,d\alpha=\sin\alpha_0
=\frac{w/2}{\sqrt{(w/2)^2+h^2}}=\frac{w}{\sqrt{w^2+4h^2}} .\qquad\square$$

**Remark (two limits).** For a shallow trench, $h\ll w$,
$$F=\left(1+\frac{4h^2}{w^2}\right)^{-1/2}\approx1-\frac{2h^2}{w^2},$$
and the flat-ground flux is recovered. For a deep trench put $t=w/(2h)\ll1$. Then
$$F=\frac{t}{\sqrt{1+t^2}}\approx t\left(1-\frac{t^2}{2}\right),$$
so the direct flux falls as the inverse of the depth. The estimate $F\approx t$ exceeds the true value by the relative amount $\sqrt{1+t^2}-1\approx t^2/2$. It fails for shallow trenches, where it grows beyond one.

**Remark (finite length).** Let the trench have length $\ell$ and consider the middle of its bottom. The missing mouth area has $|y|>\ell/2$, where $r^4>y^4$. The lost part of $F$ is therefore less than
$$w\cdot\frac{2h^2}{\pi}\int_{\ell/2}^{\infty}\frac{dy}{y^4}=\frac{16\,w h^2}{3\pi\ell^3}.$$
Division by $F$ bounds the relative loss by $16h^2\sqrt{w^2+4h^2}/(3\pi\ell^3)$. For a deep trench, a length large compared with the depth is thus sufficient. A length large only compared with the width is not: if $w\ll\ell\ll h$, every mouth element has $r\approx h$, and Lemma 1 gives $F\approx w\ell/(\pi h^2)$, far below $w/(2h)$.

## Away from the centre

**Proposition 1.** At distance $x_0$ from the centre line the direct fraction is
$$F(x_0)=\frac12\left[\frac{w/2-x_0}{\sqrt{(w/2-x_0)^2+h^2}}+\frac{w/2+x_0}{\sqrt{(w/2+x_0)^2+h^2}}\right].$$
It is largest at the centre. Its mean over the bottom, which equals the share of entering particles that land on the bottom directly, is
$$\bar F=\frac{\sqrt{w^2+h^2}-h}{w}.$$

*Proof.* Lemma 2 holds for any bottom point, with $x$ measured from that point. The mouth now runs from $-(w/2+x_0)$ to $w/2-x_0$. By the substitution used above, the integral of $h^2/(2\rho^3)$ is $\frac12\sin\alpha=x/(2\sqrt{x^2+h^2})$. Its values at the two limits give $F(x_0)$.

Define $f(u)=u/\sqrt{u^2+h^2}$. Its slope $h^2/(u^2+h^2)^{3/2}$ decreases for $u>0$, so $f$ is concave there. The average of $f$ at $w/2-x_0$ and $w/2+x_0$ is then at most $f(w/2)$, the value at the centre.

For the mean, each of the two terms runs through $0<u<w$ as $x_0$ crosses the bottom. Thus
$$\int_{-w/2}^{w/2}F(x_0)\,dx_0=\frac12\cdot2\int_0^w\frac{u\,du}{\sqrt{u^2+h^2}}=\sqrt{w^2+h^2}-h .$$
Per unit trench length, $\Gamma_0$ times this integral is the number of particles landing directly on the bottom per unit time, and $\Gamma_0w$ is the number entering. Their ratio is $\bar F$. $\square$

## What the shape and the angular law contribute

**Remark (round hole).** For a hole of diameter $w$, Lemma 1 still holds. A mouth ring of radius $q$ has area $2\pi q\,dq$, so
$$F_{\rm hole}=\int_0^{w/2}\frac{2h^2q\,dq}{(q^2+h^2)^2}
=h^2\left[\frac1{h^2}-\frac1{(w/2)^2+h^2}\right]=\frac{w^2}{w^2+4h^2}=F^2 .$$
The hole restricts the view in both horizontal directions, the trench in one.

**Remark (a more vertical flux).** Let the flux per solid angle through horizontal area be proportional to $\cos^2\theta$ instead. This is what results if a cosine law is taken to hold per unit area perpendicular to the flight direction, because the projection onto the horizontal area adds a second cosine. Since $2\pi\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=2\pi/3$, the normalised law is $3\Gamma_0\cos^2\theta/(2\pi)$. Seen from the bottom point, a mouth element fills the solid angle $h\,dx\,dy/r^3$, which gives
$$dF_2=\frac{3}{2\pi}\,\frac{h^2}{r^2}\,\frac{h\,dx\,dy}{r^3}=\frac{3h^3}{2\pi r^5}\,dx\,dy .$$
With $y=\rho\tan\beta$ the integral along the trench is $\int dy/r^5=\rho^{-4}\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta=4/(3\rho^4)$. Then $x=h\tan\alpha$ leads to
$$F_2=\frac{2}{\pi}\int_{-\alpha_0}^{\alpha_0}\cos^2\alpha\,d\alpha=\frac2\pi\left(\alpha_0+\sin\alpha_0\cos\alpha_0\right).$$
For a deep trench this tends to $4\alpha_0/\pi$, larger than $F\approx\alpha_0$ by the factor $4/\pi$. The words "cosine-distributed" must therefore be tied to a stated area before a number is computed.

## Particles that do not stick at once

Let a particle stick with probability $s$ at each impact and otherwise leave with a cosine distribution about the local surface normal. Divide the walls and bottom into long strips of widths $L_i$, and take the arriving flux $\Gamma_0G_i$ as uniform on each strip. Let $V_{ij}$ be the share of particles leaving strip $i$ that next hit strip $j$, and $D_i$ the share that leaves through the mouth.

The pair law used in Lemma 1 contains one cosine for each surface and is symmetric between them. Hence $L_iV_{ij}=L_jV_{ji}$. The same symmetry between strip and mouth makes $D_i$ the direct fraction on strip $i$. Strip $j$ re-emits $(1-s)\Gamma_0L_jG_j$, of which the share $V_{ji}$ reaches strip $i$. Division by $\Gamma_0L_i$ and use of the symmetry give
$$G_i=D_i+(1-s)\sum_jV_{ij}G_j,\qquad D_i+\sum_jV_{ij}=1 .$$

**Proposition 2.** For $0<s\le1$ the solution obeys $D_i\le G_i\le1$. For $s=1$ it is $G_i=D_i$, and for $s\to0$ every $G_i$ tends to one.

*Proof.* Every strip sees the mouth, so $D_i>0$ and $\sum_jV_{ij}=1-D_i<1$. Repeated insertion of the equation into itself therefore converges to a unique solution. All terms added to $D_i$ are non-negative, which proves the lower bound. Now let $M$ be the largest $G_i$, reached on strip $m$. Then
$$M\le D_m+(1-s)(1-D_m)M\le D_m+(1-D_m)M ,$$
so $D_mM\le D_m$ and $M\le1$. At $s=1$ the sum drops out. At $s=0$ the constant $G_i=1$ solves the equation, by the sum rule for $D_i$ and $V_{ij}$. The solution is unique there too and depends continuously on $s$, which gives the last limit. $\square$

The theorem thus gives the total flux if every particle sticks at first impact, and a lower bound otherwise. On flat ground the film also grows in proportion to $s$, so $G_i$ is the local growth rate relative to flat ground with the same sticking probability.

A particle balance follows by multiplying the equation by $L_i$ and summing. The direct terms add up to $\sum_iL_iD_i=w$, because each entering particle hits some strip first. Also $\sum_iL_iV_{ij}=L_j(1-D_j)$. Rearrangement gives
$$s\sum_iL_iG_i+(1-s)\sum_iL_iD_iG_i=w .$$
The first term counts deposited particles, the second those that escape. The numerical solutions used below were tested against this balance and against a change of strip width.

## A mouth that closes

Thin lips at height $h$ that narrow the opening symmetrically to $a$ replace $w$ by $a$ in the theorem. To follow the closure, the growth rate of the lips is needed.

**Lemma 3.** A vertical face at the mouth receives the flux density $\Gamma_0/2$.

*Proof.* The face sees the downward-moving particles from half of all azimuths. With $\varphi$ measured from its normal, the cosine of incidence is $\sin\theta\cos\varphi$. Since $I=\Gamma_0/\pi$,
$$\frac{\Gamma_0}{\pi}\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi\int_0^{\pi/2}\sin^2\theta\,d\theta
=\frac{\Gamma_0}{\pi}\cdot2\cdot\frac\pi4=\frac{\Gamma_0}{2}.\qquad\square$$

**Proposition 3 (closure model).** Let $s=1$, let film thickness be proportional to received flux, and let the lips remain vertical faces at the original mouth height. If $h$ is held fixed, the film at the bottom centre when the mouth closes has thickness
$$b=\sqrt{w^2+4h^2}-2h .$$

*Proof.* Let $T$ be the film thickness on flat ground. By Lemma 3 each lip advances by $dT/2$ while the flat film grows by $dT$. Two lips give $da=-dT$, so $a=w-T$, and closure occurs at $T=w$. The bottom grows according to $db=F(a)\,dT$, hence
$$b=\int_0^w\frac{a\,da}{\sqrt{a^2+4h^2}}=\Big[\sqrt{a^2+4h^2}\Big]_0^w=\sqrt{w^2+4h^2}-2h .$$
Film on the lower walls does not spoil this. A wall point sees at most the directions available in Lemma 3, so its film is no thicker than $T/2$ and leaves a half-width of at least $a/2$. The lines from the bottom centre to the opening stay within that half-width. $\square$

For $h\gg w$, expansion of the root gives $b\approx w^2/(4h)$. This is half of what the initial rate $w/(2h)$ would deposit during the growth of a flat film of thickness $w$, because the opening shrinks linearly to zero.

The model has a clear weakness. At closure the flat film has grown by a full trench width, while the lips are still treated as faces at the original height. Rounded corners and shadowing by film above the mouth are left out. For $s=1$ the films rising on the two sides of the mouth shade each other, so the narrowest point, a vertical face, receives less than Lemma 3 states. When the flat film has reached the thickness $w$, the mouth is therefore still open. For $s<1$ this conclusion does not carry over: re-emitted particles raise the flux on the upper walls above half the flat-ground value, and the lips can then advance faster than Lemma 3 states. How much more film closure would need, and whether the mouth closes at all for $s=1$, cannot be read from this model. The resulting change in $b$ is not determined here. The rise of the bottom is easier to include: $h$ is replaced by $h-b$ in the rate,
$$\frac{db}{dT}=\frac{w-T}{\sqrt{(w-T)^2+4(h-b)^2}},\qquad b(0)=0 ,$$
and the equation is integrated numerically.

## Worked example

Take the round model values $w=40$ nm and $h=80$ nm. The theorem gives
$$F=\frac{40}{\sqrt{40^2+4\cdot80^2}}=\frac{40}{164.92}=0.2425 .$$
The centre receives about 24 % of the flat-ground flux, from directions within $\alpha_0=14.0^\circ$ of the vertical in the cross-section. Direct integration over the visible directions gives the same value. Tracing four million particles from the mouth gives 0.2428 for the central tenth of the bottom. The deep-trench estimate $w/(2h)=0.25$ is 3.1 % above the formula, as expected from $t^2/2$ with $t=0.25$.

At the bottom edge the fraction is 0.224, and the mean is 0.236. The direct flux is therefore nearly uniform across this bottom: the edge value is about 8 % below the central one. The aspect ratio has a much stronger effect:

| $h/w$ | $F$ at centre |
|---|---|
| 0.5 | 0.707 |
| 1 | 0.447 |
| 2 | 0.243 |
| 5 | 0.0995 |
| 10 | 0.0499 |

From $h/w=5$ to 10 the fraction halves almost exactly, which is the deep-trench law. From 0.5 to 1 it falls by less than half.

A round hole of the same width and depth receives $0.2425^2=0.0588$ at its centre, about a quarter of the trench value. The $\cos^2\theta$ law raises the trench value to 0.306, or 26 % above the cosine result, close to the deep-trench factor $4/\pi$.

Re-emission changes the picture more:

| $s$ | flux at centre / flat flux | deposited share of entering particles |
|---|---|---|
| 1 | 0.243 | 1.000 |
| 0.5 | 0.343 | 0.808 |
| 0.1 | 0.698 | 0.347 |
| 0.01 | 0.958 | 0.048 |

At $s=0.1$ the total central flux is nearly three times the direct part. The film is then more even, while about two thirds of the entering particles escape. In this trench, a higher sticking probability thus gives a thinner bottom film relative to the film on flat ground.

If lips narrow the mouth to 10 nm, the central fraction becomes $10/\sqrt{10^2+4\cdot80^2}=0.0624$. This is 0.257 of its original value, slightly more than the ratio 0.25 of the openings, because the root in the denominator has also decreased.

For full closure with $s=1$, Proposition 3 gives
$$b=164.92\ {\rm nm}-160\ {\rm nm}=4.92\ {\rm nm},$$
about 12 % of the 40 nm flat film. Letting the bottom rise changes this to 5.08 nm, an increase of 3 % relative to the fixed-depth value. Holding the depth fixed is thus a small error within this model. In the model, about 75 nm of the original 80 nm remain open at the centre, measured up to the original mouth plane. These figures belong to the simplified lips and do not fix the film thickness in a real trench. The full set of values is in the numerical output below.

## Computed values

```
trench width w = 40 nm
trench depth h = 80 nm
aspect ratio h/w = 2.0
half acceptance angle alpha0 = 14.036 deg
sqrt(w^2 + 4 h^2) = 164.924 nm
direct fraction at centre, formula = 0.24254
direct fraction at centre, direction integral = 0.24254
direct fraction at centre, particle tracing = 0.2428
particles traced = 4000000
deep-trench estimate w/(2h) = 0.25000
deep-trench estimate, excess over formula = 3.08 %
direct fraction at bottom edge = 0.22361
mean direct fraction on bottom, formula = 0.23607
mean direct fraction on bottom, tracing = 0.2361
h/w =  0.5: direct fraction at centre = 0.70711
h/w =  1.0: direct fraction at centre = 0.44721
h/w =  2.0: direct fraction at centre = 0.24254
h/w =  5.0: direct fraction at centre = 0.09950
h/w = 10.0: direct fraction at centre = 0.04994
round hole of diameter w, fraction at centre = 0.05882
cos^2 flux, fraction at centre = 0.30575
sticking 1.00: total flux at centre / flat flux = 0.2425, deposited share of entering particles = 1.0000
sticking 0.50: total flux at centre / flat flux = 0.3435, deposited share of entering particles = 0.8079
sticking 0.10: total flux at centre / flat flux = 0.6980, deposited share of entering particles = 0.3474
sticking 0.01: total flux at centre / flat flux = 0.9577, deposited share of entering particles = 0.0479
vertical face at mouth, flux / flat flux = 0.5000
narrowed mouth a = 10 nm: fraction at centre = 0.06238
narrowed / original centre flux = 0.2572
flat film thickness at mouth closure = 40 nm
bottom film at closure, fixed depth = 4.924 nm
bottom film at closure, rising bottom = 5.082 nm
bottom film / flat film, fixed depth = 0.1231
unfilled height at centre, rising bottom = 74.92 nm
```
